# Lindblad Electron-Phonon Scattering and Spin Relaxation in a Rashba Band

## 1. Definitions and conventions

Atomic units with $\hbar=1$ are used in the algebra; numbers are in eV and Å, and a rate in eV is converted to a time by $\hbar/\text{rate}$. Temperature $T$ is an energy and $\beta=1/T$. The one-particle density matrix is $\rho_{ab}=\langle c_b^\dagger c_a\rangle$. It is taken diagonal in the wave vector $\mathbf k$, with a $2\times2$ spin block $\rho_{\mathbf k}$.

The electron-phonon coupling is $\sum_q(F_qb_q+F_q^\dagger b_q^\dagger)$. The electron matrix $F_q$ has elements $g_{12}$ and changes the wave vector by $\mathbf q\neq0$. The phonons are in equilibrium, with energy $\omega$ and occupation $n=1/(e^{\beta\omega}-1)$. For a transition $2\to1$ define

$$\Delta=\varepsilon_1-\varepsilon_2\pm\omega,\qquad G_s(\Delta)=\frac{e^{-\Delta^2/2s^2}}{s\sqrt{2\pi}},$$

with the upper sign for emission. The coupling is kept to second order. Energy shifts and the phonon-mediated interaction between electrons are dropped.

The scattering superoperator to be derived is

$$\dot\rho=\tfrac12\sum_j\left[(1-\rho)A_j\rho A_j^\dagger-A_j^\dagger(1-\rho)A_j\rho\right]+\text{h.c.}\tag{1}$$

where $j$ labels the phonon mode and emission or absorption.

## 2. The jump operators

Switch the coupling on with the window $f(t)=e^{-s^2t^2}$. In the interaction picture the time integral of the coupling is $X=\sum_q(K_qb_q+K_q^\dagger b_q^\dagger)$, where an element of $K_q$ or $K_q^\dagger$ is the matching coupling element times $\int f e^{i\Delta t}dt$. The time-ordered double integral in the evolution operator splits as

$$\int\!\!\int_{t_1>t_2}\!V_1V_2=\tfrac12X^2+\tfrac12\int\!\!\int_{t_1>t_2}[V_1,V_2].$$

The commutator is anti-Hermitian, so after the phonon trace it gives the Hamiltonian terms already set aside. With $\langle b^\dagger b\rangle=n$ and $\langle bb^\dagger\rangle=n+1$, the rest of the change is

$$\delta\rho=\sum_q n\,\mathcal D[K_q]\rho+(n+1)\,\mathcal D[K_q^\dagger]\rho,\qquad \mathcal D[A]\rho=A\rho A^\dagger-\tfrac12\{A^\dagger A,\rho\}.$$

Here $\rho$ is the state of one electron; for many electrons the same formula holds with second-quantized $K_q$. To obtain a rate, divide by the effective duration $\int f^2dt$. This is a coarse-graining prescription: it assumes that the state changes little within one window. The Gaussian integrals are

$$\int fe^{i\Delta t}dt=\frac{\sqrt\pi}{s}e^{-\Delta^2/4s^2},\qquad\int f^2dt=\frac1s\sqrt{\frac\pi2},$$

and the squared first integral divided by the second is $(\sqrt{2\pi}/s)e^{-\Delta^2/2s^2}=2\pi G_s(\Delta)$. Hence

$$A_{12}=\sqrt{2\pi n^\pm}\;g_{12}\sqrt{G_s(\Delta)},\qquad n^+=n+1,\quad n^-=n.\tag{2}$$

The square root matters for coherences. Take two initial levels with real amplitudes $x_i$ and equal couplings $g$ to one empty final level, with the phonon mode initially empty. Equation (2) gives the final level the filling rate $2\pi g^2(\sum_i\sqrt{G_i}\,x_i)^2\ge0$. If the energy factor is instead put on one side of $\rho$, in $\tfrac12(F^G\rho F^\dagger+F\rho F^{G\dagger})$ with $F^G_{12}=2\pi G_s(\Delta)F_{12}$, the rate is $2\pi g^2(\sum_ix_i)(\sum_iG_ix_i)$, which can be negative.

For $g=2\times10^{-5}$ eV, detunings 0.006 and 0.001 eV, $s=0.004$ eV and $x\propto(1,-0.8)$, the exact evolution under the window gives $7.251\times10^{-9}$ eV. Equation (2) gives the same to four digits. The one-sided form gives $-1.378\times10^{-8}$ eV, a negative population from the first instant.

**Thermal factor.** Smearing spoils detailed balance. An emission with mismatch $\Delta$ and its reverse absorption, with mismatch $-\Delta$, have the rate ratio $(n+1)/n=e^{\beta\omega}$, whatever the actual energy change. Multiply $A_{12}$ by $e^{-\beta\Delta/4}$. The ratio becomes

$$e^{\beta\omega}\,\frac{e^{-\beta\Delta/2}}{e^{\beta\Delta/2}}=e^{\beta(\omega-\Delta)}=e^{-\beta(\varepsilon_1-\varepsilon_2)},$$

as required for populations. The factor is imposed, not derived from the window, and nothing is claimed about the stationary coherences. Since $\int G_se^{-\beta\Delta/2}d\Delta=e^{\beta^2s^2/8}$, it raises a smooth total rate by 0.3% at the parameters below. Without it the stationary mean kinetic energy is 0.02624 eV instead of 0.02591 eV, a heating of 1.3%.

## 3. Closing the many-electron equation

Write $\hat X=\sum X_{ij}c_i^\dagger c_j$, so that $[\hat X,\hat Y]=\widehat{[X,Y]}$ and $\langle\hat o\rangle=\operatorname{Tr}(o\rho)$. The many-electron Lindblad equation with jump $\hat A$ gives

$$\frac{d}{dt}\langle\hat o\rangle=\tfrac12\langle\hat A^\dagger[\hat o,\hat A]+[\hat A^\dagger,\hat o]\hat A\rangle .$$

The mean-field assumption is that the state is Gaussian. Wick's theorem then reads

$$\langle\hat X\hat Y\rangle=\operatorname{Tr}(X\rho)\operatorname{Tr}(Y\rho)+\operatorname{Tr}\left(X(1-\rho)Y\rho\right).$$

Each product of traces contains $\operatorname{Tr}(A\rho)$ or $\operatorname{Tr}(A^\dagger\rho)$. Both vanish, because $\rho$ is diagonal in $\mathbf k$ and $A$ changes $\mathbf k$. What remains is

$$\tfrac12\operatorname{Tr}\left(A^\dagger(1-\rho)(oA-Ao)\rho\right)+\tfrac12\operatorname{Tr}\left((A^\dagger o-oA^\dagger)(1-\rho)A\rho\right).$$

Cyclic rotation brings $o$ to the front of each term. Its coefficient is $\dot\rho$:

$$\tfrac12\left[A\rho A^\dagger(1-\rho)-\rho A^\dagger(1-\rho)A+(1-\rho)A\rho A^\dagger-A^\dagger(1-\rho)A\rho\right].$$

The first two terms are the Hermitian conjugates of the last two, which is equation (1). A direct calculation in the Fock space of four orbitals agrees to rounding error.

## 4. Positivity

**Low density.** The terms of (1) linear in $\rho$ are

$$\dot\rho=\sum_j\left(A_j\rho A_j^\dagger-\tfrac12\{A_j^\dagger A_j,\rho\}\right).\tag{3}$$

The neglected terms are quadratic in $\rho$. For a random example with occupations of $10^{-3}$ they amount to $3\times10^{-4}$ of the rate. With a Hamiltonian $H$ added, a step $dt$ of (3) is

$$\rho\to K_0\rho K_0^\dagger+dt\sum_jA_j\rho A_j^\dagger+O(dt^2),\qquad K_0=1-iH\,dt-\tfrac{dt}2\sum_jA_j^\dagger A_j .$$

Each term $K\rho K^\dagger$ is a completely positive map. Sums, products and limits of such maps are completely positive, so the finite-time evolution is too, for any choice of $A_j$. The thermal factor therefore does no harm.

**Any density.** Equation (1) also preserves $0\le\rho\le1$. If $\rho v=0$, then $v^\dagger\rho=0$ as well, and

$$v^\dagger\dot\rho v=\sum_jv^\dagger A_j\rho A_j^\dagger v\ge0 .$$

If $\rho v=v$, then $v^\dagger(1-\rho)=0$, and

$$v^\dagger\dot\rho v=-\sum_jv^\dagger A_j^\dagger(1-\rho)A_jv\le0 .$$

A Hamiltonian term contributes zero in both cases. To exclude grazing escapes, add $\eta(\tfrac12-\rho)$ to $\dot\rho$ with $\eta>0$. Now $v^\dagger\dot\rho v\ge\eta/2$ for every unit vector with $\rho v=0$. By continuity, $v^\dagger\rho v$ grows for all unit vectors near that null space, while for the others it starts from a positive minimum. No eigenvalue can pass below zero, and the same argument applied to $1-\rho$ protects the upper bound. Since the solution depends continuously on $\eta$, the limit $\eta\to0$ gives the result.

## 5. Spin mixing and its geometric phase

A two-band Rashba model with a spin-independent phonon vertex contains precession but no Elliott-Yafet mechanism. That mechanism needs an admixture of remote bands. Take an $s$ state at zero energy and $p_\pm$ states at distances $E_0\mp\sigma\delta$ below it, where $\sigma=\pm1$ is the spin. With $k_\pm=k_x\pm ik_y$, the couplings are $\langle p_\pm|H|s\rangle=Pk_\mp/\sqrt2$. To first order in $P$ the conduction state has the $p_\pm$ amplitudes $Pk_\mp/[\sqrt2(E_0\mp\sigma\delta)]$.

Assume that the phonon potential acts equally on $s$ and $p$ orbitals. The vertex is then proportional to the overlap $\langle u_{\mathbf k'}|u_{\mathbf k}\rangle$. With

$$k'_\pm k_\mp=\mathbf k'\!\cdot\mathbf k\mp i(\mathbf k'\times\mathbf k)_z,$$

its imaginary part is $\sigma\lambda(\mathbf k'\times\mathbf k)_z$, where

$$\lambda=\frac{P^2}2\left[\frac1{(E_0+\delta)^2}-\frac1{(E_0-\delta)^2}\right].$$

The spin-independent real correction of second order in $k$ is dropped, as are vertex terms linear in the asymmetry that causes the Rashba splitting. The vertex is $g\,M$ with

$$M_{\mathbf k'\mathbf k}=1+i\lambda(\mathbf k'\times\mathbf k)_z\sigma_z .\tag{4}$$

The same overlap gives the Berry connection $i\langle u|\nabla_{\mathbf k}u\rangle=-\sigma\lambda(-k_y,k_x)$, whose curl is the Berry curvature $-2\sigma\lambda$. The remote levels also fix the band $\varepsilon=Bk^2$ through second-order perturbation theory:

$$B=\frac1{2m_e}+\frac{P^2}2\left[\frac1{E_0+\delta}+\frac1{E_0-\delta}\right].$$

For $P=6.0$ eV Å, $E_0=1.2$ eV and $\delta=0.6$ eV, $\lambda=18(1/1.8^2-1/0.6^2)=-44.4$ Å$^2$. The remote part of $B$ is $18(1/1.8+1/0.6)=40.0$ eV Å$^2$, and the total is 43.8 eV Å$^2$, or $m^*=0.087\,m_e$. A small closed loop of diagonalized states gives a curvature of $\pm88.8$ Å$^2$, against $\pm88.9$ Å$^2$ from $-2\sigma\lambda$.

## 6. The two relaxation limits

The Rashba term is $\alpha(k_y\sigma_x-k_x\sigma_y)=\tfrac12\boldsymbol\Omega\cdot\boldsymbol\sigma$, with $\boldsymbol\Omega=2\alpha(k_y,-k_x,0)$ and $\Omega=2\alpha k$. Let $\rho_{\mathbf k}=\tfrac12(N_{\mathbf k}+\mathbf S_{\mathbf k}\cdot\boldsymbol\sigma)$. For $s\gg\Omega$ the energy factors hardly distinguish the two helicities, and $A\propto M$. With constant $g$ the rate $W_{k'k}$ from shell $k$ to shell $k'$ does not depend on angle. Let $\Gamma_k=\sum_{k'}W_{k'k}$, and let $\langle\cdot\rangle$ be the thermal average over initial states.

**Dyakonov-Perel.** Set $\lambda=0$, so that

$$\dot{\mathbf S}_{\mathbf k}=\boldsymbol\Omega\times\mathbf S_{\mathbf k}-\Gamma_k\mathbf S_{\mathbf k}+\text{in-scattering}.$$

An isotropic $S_z$ precesses into $\boldsymbol\Omega\times\hat{\mathbf z}\,S_z=-\Omega S_z\hat{\mathbf k}$. The in-plane spin $R\hat{\mathbf k}$ has zero angular average, so nothing scatters back into it:

$$\dot R=-\Omega S_z-\Gamma R,\qquad\dot S_z|_{\rm prec}=\Omega R .\tag{5}$$

For $\Omega\ll\Gamma$, $R$ follows adiabatically, $R=-\Omega S_z/\Gamma$, and $\dot S_z|_{\rm prec}=-\Omega^2S_z/\Gamma$. Collisions conserve the total $S_z$. If they also keep its energy distribution thermal, then

$$1/T_z=\langle\Omega^2/\Gamma\rangle .$$

For in-plane spin, $(\boldsymbol\Omega\times\hat{\mathbf x})S_x=\Omega\cos\theta\,S_x\hat{\mathbf z}$ drives $S_z=\Omega\cos\theta\,S_x/\Gamma$. This acts back through $\Omega_y=-\Omega\cos\theta$. The average $\overline{\cos^2\theta}=\tfrac12$ gives $1/T_x=\tfrac12\langle\Omega^2/\Gamma\rangle$.

**Elliott-Yafet.** Set $\alpha=0$ and $X=(\mathbf k'\times\mathbf k)_z$. Then

$$M\sigma_xM^\dagger=(1-\lambda^2X^2)\sigma_x-2\lambda X\sigma_y,\qquad M^\dagger M=1+\lambda^2X^2 .$$

The linear term averages to zero over angle for an isotropic spin. Out-scattering minus in-scattering removes $2\lambda^2X^2$ of $S_x$ per collision, and $\overline{X^2}=k^2k'^2/2$. Hence

$$1/T_x=\lambda^2\Big\langle\sum_{k'}W_{k'k}\,k^2k'^2\Big\rangle .$$

For $S_z$, $M\sigma_zM^\dagger=(1+\lambda^2X^2)\sigma_z$ cancels the loss, and this vertex does not relax it.

With both couplings present, the in-plane precession path runs through $S_z$, whose scattering has no term linear in $\lambda$. At leading order the two in-plane rates add. When all scattering rates are multiplied by one factor, the Dyakonov-Perel part falls as its inverse and the Elliott-Yafet part grows with it.

**Closed thermal forms.** In two dimensions the density of states is constant. For $s\to0$, $\Gamma=\gamma[n+(n+1)\theta(\varepsilon-\omega)]$, where $\gamma$ is $2\pi g^2$ times the density of states per spin. With $y=\beta\omega$, the thermal average of $\Omega^2/\Gamma=4\alpha^2\varepsilon/(B\Gamma)$, taken below and above the emission threshold, gives

$$\frac1{T_z}=\frac{4\alpha^2T}{B\gamma}\left[\frac{1-(1+y)e^{-y}}n+\frac{(1+y)e^{-y}}{2n+1}\right].$$

For Elliott-Yafet, absorption contributes $n\langle\varepsilon(\varepsilon+\omega)\rangle$. Emission contributes the same amount: shifting its energy integral by $\omega$ gives a factor $e^{-y}$, and $(n+1)e^{-y}=n$. With $\langle\varepsilon^2\rangle=2T^2$,

$$\frac1{T_x}=2n\gamma\left(\frac\lambda B\right)^2(2T^2+\omega T).$$

## 7. One energy shell: crossover and geometric phase

On one elastic shell (5) is the full equation for $S_z$ at $\lambda=0$. Differentiating $\dot S_z=\Omega R$ gives

$$\ddot S_z+\Gamma\dot S_z+\Omega^2S_z=0,$$

with decay exponents $-\Gamma/2\pm\sqrt{\Gamma^2/4-\Omega^2}$. For $\Gamma\gg2\Omega$ the slow one is $-\Omega^2/\Gamma$. For $\Gamma<2\Omega$ the spin oscillates under an envelope of rate $\Gamma/2$. That rate is proportional to $\Gamma$, as in Elliott-Yafet relaxation, but it occurs at $\lambda=0$ and has a different origin. The superoperator reproduces the solution within $10^{-5}$ of the initial spin at $\Gamma/\Omega=5$ and at 0.1.

For $\lambda\ne0$, the combination $S_x+iS_y=Re^{i\theta}$ is multiplied in a collision by $1-\lambda^2X^2-2i\lambda X$, with $X=k^2\sin(\theta-\theta')$. Averaging over the initial angle, with $u=\theta-\theta'$, leaves

$$-2i\lambda k^2e^{i\theta'}\,\overline{e^{iu}\sin u}=-2i\lambda k^2e^{i\theta'}\,\frac i2=\lambda k^2e^{i\theta'},$$

while the other two terms average to zero. Out-scattering carries the factor $1+\lambda^2k^4/2$. Therefore $\Gamma$ in the equation for $R$ becomes

$$\Gamma_g=\Gamma\left(1-\lambda k^2+\tfrac12\lambda^2k^4\right).$$

Integrating (5) over all time from $S_z=1$, $R=0$ gives $-1=\Omega\int R\,dt$ and $0=-\Omega\int S_zdt-\Gamma_g\int R\,dt$. The integrated lifetime is $\int S_zdt=\Gamma_g/\Omega^2$. For the vertex (4) the leading correction is linear in the Berry curvature. The real part of the overlap, dropped in Section 5, is also of second order in $k$. It multiplies the scattering probability by $1-a|\mathbf k'-\mathbf k|^2$, with $a=\tfrac12P^2[(E_0+\delta)^{-2}+(E_0-\delta)^{-2}]$, and so lowers the momentum-relaxation rate, to leading order in $k$, by the fraction $3ak^2$. That change is not included here. For the parameters of Section 5, $a=55.6$ Å$^2$ and $3ak^2=0.098$ at $\varepsilon=T=0.02585$ eV, which is larger than the Berry term and opposite in sign. With the diagonalized states the reduction at this energy is 0.087, and the net lifetime factor on the shell is 0.936. The number below therefore tests the vertex (4), not the net effect of the remote bands. At $\varepsilon=T$, $\lambda k^2=-0.0262$ and the predicted lengthening factor is 1.0266, which the solve reproduces.

## 8. Algorithm

1. Choose midpoint energy shells of spacing $h$ and equally spaced angles. Find the helicity states at each $\mathbf k$.
2. Transform $M_{\mathbf k'\mathbf k}$ to the helicity basis, multiply each element by its factor from (2) and by the thermal factor, and transform back.
3. Add $A\rho_{\mathbf k}A^\dagger$ to block $\mathbf k'$ and the loss to block $\mathbf k$. Add $-i[H,\rho]$.
4. From a thermal spin distribution $\rho_0$, solve $\mathcal Lx=-\rho_0$. Then $x=\int\rho\,dt$, and the spin of $x$ divided by that of $\rho_0$ is the integrated lifetime. Its inverse is quoted as the rate; for a single exponential the two agree.

$\mathcal L$ is singular because charge is conserved. Let $l$ be the row vector that takes the trace, so $l\mathcal L=0$ and $l\rho_0=0$. Replace $\mathcal L$ by $\mathcal L-c\,rl$ with $lr\ne0$. Multiplying the new equation by $l$ gives $c(lr)(lx)=0$. Hence $lx=0$, and $x$ solves the original equation. The spin components decoupled by symmetry from the one studied are treated in the same way.

## 9. Error analysis on a thermal example

The parameters are round model values: $\omega=0.030$ eV at 300 K, so $T=0.02585$ eV and $n=0.456$; $\gamma=5\times10^{-4}$ eV; $\alpha=5\times10^{-4}$ eV Å; $s=0.004$ eV and $h=0.006$ eV. With 35 shells and 6 angles, $\mathcal L$ has dimension 840. At $\varepsilon=T$, $\Omega=2.43\times10^{-5}$ eV, and the mean $\Gamma$ is $4.6\times10^{-4}$ eV, so $\Omega\ll\Gamma\ll s\ll\omega$.

**Closed forms.** With $y=1.16$ and $(1+y)e^{-y}=0.677$, the bracket in the Dyakonov-Perel formula is $0.323/0.456+0.677/1.913=1.06$. The prefactor is $1.18\times10^{-6}$ eV, giving $1/T_z=1.25\times10^{-6}$ eV. For Elliott-Yafet, $(4.56\times10^{-4})(1.029)(2.11\times10^{-3})$ eV gives $1/T_x=9.9\times10^{-7}$ eV.

**Grid and smearing.** By Poisson summation, the leading relative error of $h\sum_jG_s$ away from the band edges is $2e^{-2\pi^2s^2/h^2}=3\times10^{-4}$. The solved Dyakonov-Perel rate is $1.189\times10^{-6}$ eV, 5% below the closed form. Smearing averages the step of $\Gamma$ at the emission threshold, and because $1/\Gamma$ is convex in $\Gamma$ this lowers the mean of $1/\Gamma$. On a grid of spacing 0.0005 eV the perturbative formula gives $1.169\times10^{-6}$ eV at $s=0.004$ eV and $1.232\times10^{-6}$ eV at $s=0.001$ eV, so the deviation comes from smearing and shrinks with $s$. The coarser grid offsets a small part of it.

**Perturbation theory.** With the same discrete $W$, the formula gives $1/T_z=1.185\times10^{-6}$ eV, 0.3% below the solve. This is the net of two effects: the solve contains the spurious window rate of 0.6% described below, and without it the solve is $1.182\times10^{-6}$ eV, 0.2% below the formula. The solved in-plane rate is $5.94\times10^{-7}$ eV, half of the solved $1/T_z$. For Elliott-Yafet the solve gives $9.50\times10^{-7}$ eV and the sum $9.73\times10^{-7}$ eV, a difference of 2.3% of the sum. Fast relaxation at high energy depletes the thermal spin distribution, which the formula holds fixed; with $\lambda^2$ reduced tenfold the difference falls to 0.24%. The top of the grid, at 0.21 eV, also matters: with 60 shells the sum is $9.94\times10^{-7}$ eV and the solve gives $9.64\times10^{-7}$ eV, a difference of 3.0%. The vertex (4) and the parabolic band are larger sources of error, and they partly cancel. With the overlaps of the diagonalized three-band states and the parabolic band, the 35-shell sum is $5.5\times10^{-7}$ eV. With the dispersion of those states and its density of states as well, it is $7.8\times10^{-7}$ eV, 20% below the value from (4).

**Both mechanisms.** The total in-plane rates, in $10^{-6}$ eV, are:

| Scattering factor | Solve | Sum of rates |
|---|---|---|
| 0.5 | 1.64 | 1.67 |
| 1 | 1.54 | 1.57 |
| 2 | 2.20 | 2.24 |

The sum has its minimum where the two parts are equal, at the factor $\sqrt{0.593/0.973}=0.78$. At factor 1 the full model has $T_x\approx0.43$ ns and $T_z\approx0.57$ ns. Its $1/T_z$ is 3% below the value for $\lambda=0$, in the direction of the geometric correction of Section 7. This sign belongs to the vertex (4): with the full overlap of the remote-band states, slower momentum relaxation outweighs the geometric term and $1/T_z$ is about 10% above the value for a constant vertex.

**Window too long for the collisions.** In the helicity basis $\sigma_z$ is a pure coherence. Its transfer from helicity $m$ to $m'$ uses mismatches $\Delta\pm d$ with $d=\tfrac12(m'\Omega'-m\Omega)$, and

$$\sqrt{G_s(\Delta+d)G_s(\Delta-d)}=G_s(\Delta)e^{-d^2/2s^2}.$$

The loss, summed over a smooth density of final states, has no such reduction. The fraction $d^2/2s^2$ of the spin is therefore lost per collision. The overlap weights are $\tfrac12[1+mm'\cos(\theta'-\theta)]$, so the cross term in $d^2$ vanishes on angular averaging. This leaves the spurious rate

$$\Big\langle\sum_{k'}W_{k'k}\,\frac{\Omega^2+\Omega'^2}{8s^2}\Big\rangle .$$

For $\Omega'\approx\Omega$ it is $\Gamma^2/4s^2$ relative to the Dyakonov-Perel rate, so $\Gamma\ll2s$ is required. With tenfold scattering the predicted excess is $6.63\times10^{-8}$ eV and the solve gives $6.62\times10^{-8}$ eV. At factor 1 it is a tenth of this, 0.6% of $1/T_z$.

**Secular limit.** If each pair of helicity levels has its own jump operator, no coherence is scattered in. It obeys $\dot c=(i\Omega-\Gamma)c$, with integrated lifetime $\Gamma/(\Gamma^2+\Omega^2)$. The solve gives $1/T_z=3.13\times10^{-4}$ eV, or 2.1 ps, as this formula predicts. That is about 260 times the rate with coherent jumps. The secular generator is still completely positive, so positivity alone does not guarantee the right spin relaxation. When $\Omega$ is not large compared with $\Gamma$, as here, the jumps must also transfer the helicity coherences, which requires $s\gg\Omega$. For $\Omega\gg\Gamma$ the integrated lifetime with one jump per pair of levels approaches the exact one: on one shell it is $\Gamma/(\Gamma^2+\Omega^2)$, against $\Gamma/\Omega^2$ from Section 7. The time dependence on that shell is still wrong, because its envelope decays at the rate $\Gamma$ instead of $\Gamma/2$. The usual secular generator groups transitions by Bohr frequency, and on an elastic shell it keeps the two helicity-conserving transitions in one jump. It gives $\dot c=(i\Omega-\Gamma/2)c$: the envelope is then right, but the integrated lifetime $(\Gamma/2)/(\Gamma^2/4+\Omega^2)$ is half the exact value for $\Omega\gg\Gamma$, and it fails for $\Omega\ll\Gamma$ as well. The remaining values are in the numerical output.

## Computed values

```
remote coupling P          6.0 eV A
remote distance E0, SO     1.2, 0.6 eV
spin mixing lambda         -44.444 A^2
band curvature B           43.810 eV A^2
mass ratio m*/m_e          0.0870
Berry curvature up, down   88.79, -88.79 A^2
window: detunings          0.006, 0.001 eV
window: coupling g         2.0e-05 eV
window: exact rate         7.2513e-09 eV
window: Lindblad rate      7.2514e-09 eV
window: one-sided rate     -1.3778e-08 eV
Fock-space closure error   5.2e-15
occupations min, max-1     1.9e-17, 2.2e-16
dilute deviation at 1e-3   2.79e-04
lowest eigenvalue, k grid  4.51e-06
kT at 300 K                0.02585 eV
phonon energy              0.030 eV
phonon number n            0.4563
rate per phonon factor     5.0e-04 eV
Rashba alpha               5.0e-04 eV A
smearing, shell spacing    0.004, 0.006 eV
shells, angles             35, 6
mean energy, thermal jumps 0.02591 eV
mean energy, plain jumps   0.02624 eV
mean out-rate Gamma        4.575e-04 eV
k at energy kT             0.02429 1/A
Omega at energy kT         2.429e-05 eV
DP 1/Tz solve, grid sum    1.1888e-06, 1.1850e-06 eV
DP 1/Tz closed form        1.2532e-06 eV
DP 1/Tx solve              5.9379e-07 eV
EY 1/Tx solve, grid sum    9.5028e-07, 9.7290e-07 eV
EY 1/Tx closed form        9.9200e-07 eV
1/Tx at 0.5 x rate: solve, sum 1.6366e-06, 1.6714e-06 eV
1/Tx at 1.0 x rate: solve, sum 1.5392e-06, 1.5654e-06 eV
1/Tx at 2.0 x rate: solve, sum 2.2006e-06, 2.2421e-06 eV
rate factor of minimum     0.780
full model 1/Tz            1.1531e-06 eV
full model Tx              427.6 ps
full model Tz              570.8 ps
secular 1/Tz solve, sum    3.133e-04, 3.133e-04 eV
secular Tz                 2.10 ps
window excess at 10 x rate 6.624e-08 eV
window excess, formula     6.632e-08 eV
shell error, Gamma=5 Omega   7.1e-06
shell error, Gamma=0.1 Omega 6.8e-06
shell lambda k^2           -0.02623
shell Tz Omega^2/Gamma     1.02655
same, geometric formula    1.02657
```
